# Why the kT/C noise of a logarithmic pixel ignores the light

## 1. The form of the answer from scaling

A photodiode node of capacitance $C$ collects electrons at a mean current $I$. An n-channel load transistor removes them. Its gate, drain and bulk are held at fixed potentials, and its source is the node, at voltage $V$. In weak inversion (subthreshold), with the drain well above the source, the load current is

$$I_L(V)=I_{\rm spec}\,e^{(V_P-V)/U_T},\qquad U_T=\frac{kT}{q}.$$

Here $q>0$ is the elementary charge, $I_{\rm spec}$ the specific current of the transistor and $V_P$ its pinch-off voltage, set by the gate. In steady light $I_L(V_0)=I$, so

$$V_0=V_P+U_T\ln\frac{I_{\rm spec}}{I}.$$

This is the logarithmic response: each decade of light lowers the node by $U_T\ln 10$. Now measure the voltage from this operating point, $v=V-V_0$. Then

$$I_L=I_{\rm spec}\,e^{(V_P-V_0)/U_T}e^{-v/U_T}=I\,e^{-v/U_T}.$$

The transistor parameters have disappeared. An exponential turns a change of scale into a shift of voltage, and a variance does not notice a shift.

Suppose that photoelectrons arrive independently and that load electrons cross independently at the rate $I_L/q$. The fluctuation $v$ is then governed by four quantities: $I$, $q$, $C$ and $U_T$. Take charge, voltage and time as the base units. Then $I$ alone contains a unit of time. The variance of $v$ at one instant contains none, so $I$ cannot appear in it. The one dimensionless combination left is $q/(CU_T)$, and

$$\langle v^2\rangle=U_T^2\,F\!\left(\frac{q}{CU_T}\right).$$

One reservation is needed. Charge is discrete, so the allowed voltages form a grid whose position relative to $V_0$ shifts with $I$. Section 5 shows that this is negligible.

For small fluctuations, the variance is proportional to the noise density of the currents, which is proportional to $q$. Hence $F(x)\approx ax$, and

$$\langle v^2\rangle=a\,U_T^2\,\frac{q}{CU_T}=a\,\frac{qU_T}{C}=a\,\frac{kT}{C}.$$

Scaling gives the independence of light but not the number $a$. That number is the sum of a photocurrent share and a load share.

## 2. The filter shared by both noises

Photoelectrons lower the node voltage and the load current raises it:

$$C\frac{dV}{dt}=I_L(V)-I_{\rm ph}(t).$$

For $|v|\ll U_T$, expand $I\,e^{-v/U_T}\approx I-gv$, where

$$g=-\frac{dI_L}{dV}\bigg|_{V_0}=\frac{I}{U_T}.$$

The gate slope factor $n$ is absent because gate and bulk do not move with the source. With current fluctuations $i_L$ and $i_{\rm ph}$,

$$C\frac{dv}{dt}=-gv+i_L-i_{\rm ph}.$$

At angular frequency $\omega=2\pi f$, a current fluctuation is therefore divided by $g+j\omega C$. If it has a white one-sided density $S_i$, its contribution to the voltage density is

$$S_v(f)=\frac{S_i}{g^2+\omega^2C^2}=\frac{S_i}{g^2}\,\frac{1}{1+(f/f_c)^2},\qquad f_c=\frac{g}{2\pi C}.$$

The integral over frequency is

$$\int_0^\infty\frac{df}{1+(f/f_c)^2}=\frac{\pi}{2}f_c=\frac{g}{4C}.$$

A source of density $S_i$ thus adds the variance

$$\frac{S_i}{g^2}\,\frac{g}{4C}=\frac{S_i}{4gC}=\frac{kT}{C}\,\frac{S_i}{4kTg}.$$

The last factor is the share of that source in $a$. Independent sources have additive shares.

## 3. The photocurrent share

In a time $\Delta t$ the mean number of photoelectrons is $I\Delta t/q$. For Poisson arrivals this is also the variance of the number, so the collected charge has variance $q^2\cdot I\Delta t/q=qI\Delta t$. A white current with covariance $A\,\delta(t-t')$ gives a charge variance $A\Delta t$. Therefore $A=qI$, and the one-sided density, twice the two-sided one, is $2qI$. The share is

$$a_{\rm ph}=\frac{2qI}{4kTg}=\frac{I}{2gU_T}=\frac12.$$

The last step uses $g=I/U_T$. The photons supply half of $kT/C$.

To isolate this share, imagine the photocharge delivered in grains $q/m$ at the same mean current, while the load still passes whole electrons. The arrival density becomes $2(q/m)I$, and the total is

$$a=\frac12\left(1+\frac1m\right).$$

A numerical steady state of the full hopping process, for a small node with $CU_T/q=200$, gives 0.7502 for $m=2$ and 0.5627 for $m=8$. The formula gives 0.75 and 0.5625. As $m\to\infty$ the photocurrent becomes smooth and half of the variance remains.

The same reasoning covers light whose arrivals are not Poissonian. If the photocurrent density is $2qI\Phi$ with constant $\Phi$ across the pixel bandwidth, the linear result is $a=(1+\Phi)/2$. A source with excess noise has $\Phi>1$, and if $\Phi$ varies with $I$, so does the total noise.

## 4. The load share

Electrons that cross the source barrier independently form a second Poisson stream with the same mean current. Its density is also $2qI$, and $a_L=1/2$.

One may ask whether the thermal noise of the channel must be added to this. It must not: it is the same noise, calculated differently. Let the channel have length $L$, width $W$, mobility $\mu$ and mobile charge per area $Q(x)$, taken positive. A slice $dx$ has resistance $dx/(\mu WQ)$ and thermal voltage density $4kT\,dx/(\mu WQ)$. With fixed terminals, a small voltage $\delta u$ in that slice changes the current by $\mu WQ\,\delta u/L$. Summing over independent slices gives

$$S_L=\int_0^L\frac{(\mu WQ)^2}{L^2}\,\frac{4kT\,dx}{\mu WQ}=\frac{4kT\mu}{L^2}\int_0^L WQ\,dx.$$

In weak inversion the current is diffusion with coefficient $\mu U_T$. A constant current requires $Q$ to fall linearly, from $Q_s$ at the source to nearly zero at the drain. Thus $I=\mu U_TWQ_s/L$ and $\int WQ\,dx=WLQ_s/2$, so

$$S_L=\frac{2kT\mu WQ_s}{L}=\frac{2kTI}{U_T}=2qI.$$

The two shares add to $a=1$:

$$\langle v^2\rangle=\frac{4qI}{4gC}=\frac{qI}{C}\,\frac{U_T}{I}=\frac{qU_T}{C}=\frac{kT}{C}.$$

The role of the light can be traced factor by factor. The current-noise density rises as $I$. Its conversion to voltage, $1/g^2$, falls as $I^{-2}$. The bandwidth $g/(4C)$ rises as $I$. The low-frequency voltage density is therefore

$$S_v(0)=\frac{4qI}{g^2}=\frac{4qU_T^2}{I},$$

which falls with light at the rate at which the bandwidth grows. Light spreads a fixed variance over a wider band.

## 5. The correction from nonlinearity

The exponential load can be treated without linearization. Let $N$ be the number of surplus electrons on the node, so that $V=V_{\rm ref}-qN/C$ for a fixed $V_{\rm ref}$. Arrivals take $N$ to $N+1$ at the constant rate $I/q$. Departures take $N$ to $N-1$ at the rate

$$r(N)=\frac Iq\,e^{(N-N_*)/N_T},\qquad N_T=\frac{CU_T}{q},$$

where $N_*$, not necessarily an integer, is the value at which the load current equals $I$.

In the steady state, the net probability flow between neighbouring values of $N$ is the same across every link. It vanishes far away, so it is zero on each link:

$$\frac Iq\,p(N-1)=r(N)\,p(N)\quad\Rightarrow\quad\ln\frac{p(N)}{p(N-1)}=-\frac{N-N_*}{N_T}.$$

The solution is

$$p(N)\propto\exp\left[-\frac{(N-N_*+\frac12)^2}{2N_T}\right].$$

To verify it, put $y=N-N_*$. The difference of exponents is $-[(y+\frac12)^2-(y-\frac12)^2]/(2N_T)=-y/N_T$, as required.

This is a Gaussian sampled on the integers. Its variance is $N_T$, apart from lattice corrections. By Poisson's summation formula these are governed by the Fourier transform of the Gaussian at wavenumber $2\pi$, which carries the factor $e^{-2\pi^2N_T}$. For a node with many electrons in $N_T$ they are negligible, and with them the grid effect set aside in Section 1. Converting to voltage,

$$\langle v^2\rangle=\frac{q^2}{C^2}N_T=\frac{q^2}{C^2}\,\frac{CU_T}{q}=\frac{kT}{C}.$$

Nonlinearity displaces the centre by half an electron and leaves the width unchanged. More light moves $N_*$. At a given distance from $N_*$ it speeds up arrivals and departures by the same factor, so the ratio of neighbouring probabilities there is unchanged.

## 6. From the dark pixel to the lit one

The result looks like equipartition, $\frac12C\langle v^2\rangle=\frac12kT$. Yet a lit pixel carries a steady current and is not in equilibrium, so equipartition alone does not prove it. The link appears when the load is not assumed to be saturated.

Electrons then also enter the node from the drain. The drain potential is fixed, so their rate $I_r/q$ does not depend on $V$. They join the photoelectrons as a constant arrival rate $(I+I_r)/q$. The argument of Section 5 holds with $I$ replaced by $I+I_r$, and the variance is still $kT/C$.

With neither light nor dark current, the node would finally settle at the drain potential, electrons would cross the load equally in both directions, and the result would be ordinary thermal equilibrium. This is a limit of the model: for the load of Section 9 the return current is only about $10^{-27}$ A, and settling would take thousands of years. Both figures change by a decade for every 60 mV of $V_P$, so they indicate only a scale. In a real dark pixel the dark current sets the level. As the light grows, photoelectrons join the drain electrons, whose rate stays the same, and come to outnumber them among the arrivals. The node cannot distinguish them, because both arrive independently, one electron at a time, at a rate that does not depend on its voltage. Dark current generated at such a rate joins the sum in the same way.

## 7. The weights in numbers

Take $C=10$ fF and $T=300$ K, so $U_T=25.852$ mV. Then

$$\frac{kT}{C}=0.4142\ \text{mV}^2,\qquad v_{\rm rms}=0.6436\ \text{mV}.$$

The photocurrent and the load each contribute half of the variance. In electrons, $N_T=1613.6$, and the rms charge fluctuation is $\sqrt{N_T}=40.17$.

The load has $I_{\rm spec}=347.5$ nA and $V_P=2.077$ V. At 1 pA the time constant is

$$\tau=\frac{CU_T}{I}=\frac{(10\ \text{fF})(25.852\ \text{mV})}{1\ \text{pA}}=0.2585\ \text{ms}.$$

Three light levels, with all else fixed, show the exchange between density and bandwidth:

| $I$ (pA) | $V_0$ (V) | $\sqrt{S_v(0)}$ (µV/√Hz) | $g/4C$ (Hz) |
|---|---|---|---|
| 0.01 | 2.5258 | 207 | 9.67 |
| 1 | 2.4068 | 20.7 | 967 |
| 1000 | 2.2282 | 0.6545 | $9.67\times10^5$ |

At 1 pA the product is $(20.7\ \mu\text{V})^2\times967=0.414$ mV$^2$. At 1000 pA it is $(0.6545\ \mu\text{V})^2\times9.67\times10^5=0.414$ mV$^2$. The numerical steady state of the hopping process, found without using the Gaussian solution, has an rms of 0.6436 mV at all three levels.

**What a readout sees.** An instantaneous sample of a settled pixel carries the full variance. A readout that passes frequencies from zero to $B$ captures the fraction

$$\frac{\int_0^B S_v\,df}{kT/C}=\frac2\pi\arctan\frac B{f_c}.$$

For $B=100$ Hz the rms values are 0.6309, 0.2061 and 0.0065 mV at 0.01, 1 and 1000 pA. In such a band the noise does depend on illumination, and falls with it. The $kT/C$ result concerns the whole spectrum.

**What the noise means for contrast.** A small relative change of light shifts the node by $-U_T\,\delta I/I$. Voltage noise is thus equivalent to a relative light fluctuation

$$\frac{v_{\rm rms}}{U_T}=\sqrt{\frac{kT}{CU_T^2}}=\sqrt{\frac q{CU_T}}=\frac1{\sqrt{N_T}}=2.489\ \%.$$

The number of photoelectrons arriving in one time constant is $I\tau/q=CU_T/q=N_T$, whatever the light. Brighter light brings electrons faster, and the pixel averages them for a proportionally shorter time. Without dark current, it therefore gains no relative precision from the larger photon flux unless a later filter fixes the averaging time.

## 8. When the shares no longer add to one

**A resistor load.** Replace the transistor by a resistance $R$, so $g=1/R$. Its thermal density $4kT/R$ has share 1 by itself, and the photocurrent has share $I/(2gU_T)=IR/(2U_T)$:

$$\langle v^2\rangle=\frac{kT}{C}\left(1+\frac{IR}{2U_T}\right).$$

At $IR=U_T$ this is 1.5 times $kT/C$, and it rises with light. The resistor introduces a current scale of its own, $U_T/R$, which breaks the argument of Section 1.

**A bulk tied to the source.** The load current then varies as $e^{-V/(nU_T)}$, so $g=I/(nU_T)$. Both noise densities remain $2qI$, and each share becomes $n/2$. For $n=1.3$ and the same total $C$, the variance is $1.3\,kT/C$. As long as the load is saturated, it is still independent of light, because the law is still exponential. Near the dark equilibrium of Section 6 this fails: the return current now depends on the node voltage, and the variance falls back to $kT/C$. With the gate and drain potentials of Section 9 the change is already visible at 0.01 pA, where the variance is about $1.19\,kT/C$.

**A load leaving weak inversion.** Here $I_{\rm spec}$ re-enters as a current scale. In the charge-sheet model, the normalized channel charge $s$ at channel potential $u$ obeys

$$2s+\ln s=\frac{V_P-u}{U_T},\qquad\text{so}\qquad \frac{du}{U_T}=-\left(2+\frac1s\right)ds.$$

The current is $I_{\rm spec}\int s\,du/U_T$ from source to drain. With charge $s$ at the source and a negligible charge at the drain,

$$\frac I{I_{\rm spec}}=\int_0^s(2s'+1)\,ds'=s^2+s.$$

Raising the source potential by $dV$ removes the element $s\,dV/U_T$ from the integral, so $g=I_{\rm spec}s/U_T$. The photocurrent share is

$$a_{\rm ph}=\frac{I}{2gU_T}=\frac{1+s}2.$$

For the load, Section 4 gives $S_L=4kT(I_{\rm spec}/U_T)\int_0^1s'\,d\xi$, with $\xi=x/L$. Current continuity along the channel gives $(s^2+s)\,d\xi=(2s'+1)\,ds'$ in magnitude, so

$$\int_0^1s'\,d\xi=\frac{\int_0^s s'(2s'+1)\,ds'}{s^2+s}=\frac{\frac23s^3+\frac12s^2}{s(s+1)}=s\,\frac{\frac12+\frac23s}{1+s}.$$

Dividing $S_L$ by $4kTg$ removes the factor $s$, and the total is

$$a=\frac{1+s}2+\frac{\frac12+\frac23s}{1+s}\approx1+\frac23s\quad(s\ll1).$$

At $s=0.1$ the variance is 1.065 times $kT/C$, and at $s=2$ it is 2.11 times. This formula neglects the charge stored in the channel, so it requires the channel capacitance to be small against $C$. For the load of Section 9 on a 10 fF node, the channel adds about 2 fF at $s=2$, and the factors drop to 1.063 and about 1.93. In strong inversion the load share tends to $2/3$, while the photocurrent share grows as $s/2$. The conductance no longer keeps pace with the photocurrent, so the photon noise is no longer shorted out as effectively.

## 9. Weighing the neglected effects in silicon

The example represents a silicon CMOS pixel with rough typical values: a 1 µm by 1 µm load, electron mobility 400 cm²/Vs, oxide capacitance 5 fF/µm², threshold 0.6 V and a 3.3 V supply. Gate and drain are at the supply voltage and the bulk is at ground. With $n=1.3$ and oxide capacitance per area $C_{\rm ox}$, the load values used in Section 7 are $V_P=(3.3-0.6)/1.3=2.077$ V and, from the standard definition of the specific current, $I_{\rm spec}=2n\mu C_{\rm ox}(W/L)U_T^2=347.5$ nA. Among the effects estimated here, the assumption that most affects the light independence is constant $C$. If the whole capacitance is an abrupt junction with a built-in voltage of 0.7 V, equal to 10 fF at 1 pA, it rises from 9.814 fF at 0.01 pA to 10.300 fF at 1000 pA. The rms noise then falls from 0.6497 to 0.6341 mV, about 2.4% over five decades. A fixed capacitance in parallel would dilute this change. Temperature moves the level more: at 330 K the constant-$C$ value is 0.6750 mV, at every light level.

The other corrections to the total noise are smaller for these values:

- **Inversion level.** At 1000 pA, $s=0.00287$, and the variance rises by 0.19% at fixed $C$. The mobile charge in the channel acts at low frequency as an extra node capacitance of order 0.01 fF and slows the node slightly. In weak inversion it does not lower the full-spectrum variance, because the node reaches this charge only through the resistance of the channel.
- **Flicker noise.** Let the gate-voltage density be $K/(C_{\rm ox}WLf)$, with $C_{\rm ox}$ the oxide capacitance per area and a rough $K=10^{-24}$ J. The source follows the gate with gain $1/n$, since the gate moves $V_P$ by that factor. Above a lower limit $f_L$, the added variance is
$$\frac{K}{n^2C_{\rm ox}WL}\,\frac12\ln\left(1+\frac{f_c^2}{f_L^2}\right).$$
For $f_L=0.01$ Hz this is 0.18% of $kT/C$ at 0.01 pA and 0.51% at 1000 pA. It scales with $K$, which depends on the process.
- **Return current from the drain.** The smallest drain-source voltage is 0.774 V, and the return current is about $10^{-13}$ of the forward current.
- **Dark current.** A rough 1 fA leaves the total voltage noise unchanged, by Section 6, if its rate does not depend on the node voltage. If it grows with the depletion width of the junction, the variance at 0.01 pA changes by less than 0.1%. Dark current does reduce the response to a given relative change of light, by the factor $I/(I+I_{\rm dark})=0.909$ at 0.01 pA.

Readout-amplifier noise and pixel-to-pixel threshold differences lie outside the model and add to what a camera records. The pixel must also have settled: at 0.01 pA, $\tau$ is 25.85 ms, comparable with a video frame, so a recent change of light can still be present in the sample. Most of the values behind these comparisons are in the numerical output.

## Table of computed values

```
temperature 300 K, capacitance 10 fF
slope factor n 1.3, supply 3.3 V, threshold 0.6 V
load 1 um x 1 um, mobility 400 cm2/Vs, oxide 5 fF/um2
thermal voltage UT 25.852 mV
specific current 347.5 nA, pinch-off voltage 2.077 V
kT/C 0.4142 mV^2, rms 0.6436 mV
NT 1613.6 electrons, rms charge 40.17 electrons
response 59.53 mV per decade
I = 0.01 pA: node 2.5258 V, tau 25.85 ms
  current density 0.08005 fA/rtHz, voltage density 207 uV/rtHz
  corner 6.156 Hz, noise bandwidth 9.67 Hz
  hopping-model rms 0.6436 mV, in 0-100 Hz 0.6309 mV
I = 1 pA: node 2.4068 V, tau 0.2585 ms
  current density 0.8005 fA/rtHz, voltage density 20.7 uV/rtHz
  corner 615.6 Hz, noise bandwidth 967 Hz
  hopping-model rms 0.6436 mV, in 0-100 Hz 0.2061 mV
I = 1000 pA: node 2.2282 V, tau 0.0002585 ms
  current density 25.32 fA/rtHz, voltage density 0.6545 uV/rtHz
  corner 6.156e+05 Hz, noise bandwidth 9.67e+05 Hz
  hopping-model rms 0.6436 mV, in 0-100 Hz 0.0065 mV
contrast noise 2.489 percent at every light level
photocharge grain q/1: variance 1.0000 kT/C
photocharge grain q/2: variance 0.7502 kT/C
photocharge grain q/8: variance 0.5627 kT/C
resistor load, I*R = 0.2 UT: variance 1.1000 kT/C
resistor load, I*R = 1.0 UT: variance 1.5000 kT/C
bulk tied to source: variance 1.3000 kT/C
channel thermal / shot density at 1000 pA: 0.99809
source charge s = 0.00287: variance 1.00191 kT/C
source charge s = 0.10000: variance 1.06515 kT/C
source charge s = 2.00000: variance 2.11111 kT/C
junction built-in voltage 0.7 V
junction C at 0.01 pA: 9.814 fF, rms 0.6497 mV
junction C at 1000 pA: 10.300 fF, rms 0.6341 mV
flicker coefficient 1e-24 J, lower limit 0.01 Hz
flicker variance at 0.01 pA: 0.184 percent of kT/C
flicker variance at 1000 pA: 0.512 percent of kT/C
dark current 1 fA: contrast signal at 0.01 pA times 0.909
smallest drain-source voltage 0.774 V, reverse/forward current 9.9e-14
rms at 330 K: 0.6750 mV
```
